# Harrison's Tight-Binding Valence Edge and the Natural Band Offset, part 1

(Sections cited here and not found follow in the second part.)

## First half: the valence edge of one compound

### 1. Two equal p levels

Take two identical atoms on the $z$ axis, each with one $p_z$ orbital of energy $\varepsilon$. Both orbitals have their positive lobe pointing towards $+z$. Treat the orbitals as orthogonal and let $V$ be the matrix element of the one-electron Hamiltonian between them. In this basis

$$H=\begin{pmatrix}\varepsilon & V\\ V&\varepsilon\end{pmatrix}.$$

The sum and the difference of the orbitals are eigenvectors, with energies $\varepsilon+V$ and $\varepsilon-V$.

The sign of $V$ follows from the picture. The left atom turns its positive lobe towards the bond, and the right atom turns its negative lobe towards it. The product of the two orbitals is therefore negative between the atoms. The attractive potential there is also negative, so $V>0$. The low state is the difference of the orbitals, in which lobes of equal sign face each other and charge collects in the bond. Its energy is

$$E=\varepsilon-V .$$

The valence edge of a tetrahedral semiconductor has the same structure. Two changes are needed. The atoms may have different p energies, and $V$ must be replaced by a sum over the four bonds that each atom makes in the crystal.

### 2. The model and its assumptions

A zincblende crystal has one cation and one anion in each primitive cell. Every atom has four neighbours of the other kind at distance $d$. Write $\varepsilon_c$ and $\varepsilon_a$ for the p energies of cation and anion, with $\varepsilon_c\ge\varepsilon_a$. The calculation rests on the following assumptions.

- Electrons move independently in a mean field.
- Each atom carries one s and three p orbitals, and orbitals on different atoms are orthogonal.
- Only nearest neighbours are coupled, and the coupling has the symmetry of an isolated pair of atoms.
- The diagonal energies are those of the free atoms, measured from one vacuum zero.
- Spin-orbit coupling is left out.

The fourth assumption is a strong one. In a polar crystal the atoms exchange charge. The added charge shifts an atom's own level, and the charged neighbours shift it in the opposite sense. The model takes these shifts to cancel. Nothing in the derivation proves that they do.

Energies are in eV and lengths in nm, for which $\hbar^2/m=0.0762\ \mathrm{eV\,nm^2}$, with $m$ the free-electron mass.

### 3. Coupling along an oblique bond

Let the unit vector $\mathbf n$ point from the cation to one of its anions. A p orbital has the form of a coordinate times a radial function, so it transforms like a vector. The orbital $p_i$, with $i=x,y,z$, can be split into a part along the bond and a part across it:

$$\hat{\mathbf x}_i=n_i\mathbf n+(\hat{\mathbf x}_i-n_i\mathbf n).$$

For an isolated pair of atoms the bond is an axis of symmetry. A reflection in a plane containing the bond reverses one transverse orbital and leaves the axial orbital alone, so axial and transverse orbitals are not coupled. By rotation about the bond, the two transverse directions have the same coupling. Two numbers therefore suffice: $V_{pp\sigma}$ for orbitals along the bond and $V_{pp\pi}$ for parallel orbitals across it.

The coupling of $p_i$ on the cation to $p_j$ on the anion is then

$$T_{ij}=n_in_jV_{pp\sigma}+(\hat{\mathbf x}_i-n_i\mathbf n)\cdot(\hat{\mathbf x}_j-n_j\mathbf n)\,V_{pp\pi}.$$

Multiply out the scalar product. The first term is $\delta_{ij}$, each of the two cross terms is $-n_in_j$, and the last term is $+n_in_j$. The result is $\delta_{ij}-n_in_j$, so

$$T_{ij}=V_{pp\pi}\,\delta_{ij}+(V_{pp\sigma}-V_{pp\pi})\,n_in_j. \tag{1}$$

By the argument of Section 1, $V_{pp\sigma}$ is positive. Parallel transverse orbitals overlap with equal signs, so $V_{pp\pi}$ is negative.

### 4. The sum over four neighbours

At the zone centre $\Gamma$ the wavevector is zero, and a Bloch state has the same amplitude on every cation and the same amplitude on every anion. The coupling between the two sublattices is then the plain sum of (1) over four bonds. Their directions are

$$\frac{(1,1,1)}{\sqrt3},\quad \frac{(1,-1,-1)}{\sqrt3},\quad \frac{(-1,1,-1)}{\sqrt3},\quad \frac{(-1,-1,1)}{\sqrt3}.$$

Three sums are needed.

First, $\sum\mathbf n=0$, since each component has two plus signs and two minus signs. The coupling of an s orbital to $p_i$ is proportional to $n_i$, because only the axial part of the p orbital can couple to s. This sum therefore removes all coupling between s and p at $\Gamma$.

Second, $\sum n_x^2=4\times\tfrac13=\tfrac43$, and the same holds for $y$ and $z$.

Third, $\sum n_xn_y=\tfrac13(1-1-1+1)=0$. Likewise $\sum n_xn_z=\tfrac13(1-1+1-1)=0$ and $\sum n_yn_z=\tfrac13(1+1-1-1)=0$. Different p directions are not coupled.

What remains is a coupling between equal directions on the two sublattices:

$$V=\sum T_{xx}=4V_{pp\pi}+\tfrac43(V_{pp\sigma}-V_{pp\pi})=\tfrac43V_{pp\sigma}+\tfrac83V_{pp\pi}. \tag{2}$$

The eight-orbital problem has thus separated into an s problem and three identical two-orbital p problems. The "bond" of the valence edge is one of these p problems. It joins a cation p state to an anion p state through all four neighbours, and it differs from a single bond in the crystal, whose axial coupling would be $V_{pp\sigma}$.

### 5. The two-orbital problem

Let $u_c$ and $u_a$ be the amplitudes on cation and anion. The eigenvalue equations are

$$(\varepsilon_c-E)u_c+Vu_a=0,\qquad Vu_c+(\varepsilon_a-E)u_a=0.$$

A non-zero solution requires a vanishing determinant:

$$(\varepsilon_c-E)(\varepsilon_a-E)=V^2. \tag{3}$$

Introduce the mean level, half the difference and a root:

$$\bar\varepsilon=\frac{\varepsilon_c+\varepsilon_a}2,\qquad h=\frac{\varepsilon_c-\varepsilon_a}2,\qquad S=\sqrt{h^2+V^2}.$$

Then $\varepsilon_c=\bar\varepsilon+h$ and $\varepsilon_a=\bar\varepsilon-h$. The left side of (3) is $(\bar\varepsilon-E)^2-h^2$, so $(\bar\varepsilon-E)^2=S^2$ and $E=\bar\varepsilon\pm S$. The lower root is the bonding state:

$$\boxed{E_v=\frac{\varepsilon_c+\varepsilon_a}2-\sqrt{\left(\frac{\varepsilon_c-\varepsilon_a}2\right)^2+V^2}} \tag{4}$$

This level is threefold, one state each for $x$, $y$ and $z$. A cell holds eight valence electrons, which fill four bands. At $\Gamma$ they occupy the bonding s state and the three bonding p states, provided that the bonding s state lies below $E_v$ and the antibonding s state above it. Under that condition $E_v$ is the highest filled level at $\Gamma$. It is the valence edge of the crystal if no filled state at another wavevector lies higher. Both conditions depend on the parameters and are examined for the example in Section 9.

### 6. Where the edge state resides

Since $E_v=\bar\varepsilon-S$, we have $\varepsilon_c-E_v=S+h$. The first amplitude equation gives $u_c=-Vu_a/(S+h)$. The minus sign is the difference of orbitals found in Section 1. The fraction of the state on the anion is

$$w_a=\frac{u_a^2}{u_a^2+u_c^2}=\frac{(S+h)^2}{(S+h)^2+V^2}.$$

Replace $V^2$ by $S^2-h^2=(S+h)(S-h)$ and cancel one factor $S+h$:

$$w_a=\frac{S+h}{(S+h)+(S-h)}=\frac{1+\alpha}2,\qquad \alpha=\frac hS. \tag{5}$$

The polarity $\alpha$ runs from 0 for equal levels towards 1 when the level difference dominates. The cation fraction is $w_c=(1-\alpha)/2$.

The same fractions say how the edge responds to its inputs. From $S^2=h^2+V^2$ follow $\partial S/\partial h=h/S=\alpha$ and $\partial S/\partial V=V/S$. Raising $\varepsilon_a$ alone changes $\bar\varepsilon$ at the rate $\tfrac12$ and $h$ at the rate $-\tfrac12$. Raising $\varepsilon_c$ alone changes both at the rate $\tfrac12$. Therefore

$$\frac{\partial E_v}{\partial\varepsilon_a}=\frac12+\frac\alpha2=w_a,\qquad \frac{\partial E_v}{\partial\varepsilon_c}=\frac12-\frac\alpha2=w_c. \tag{6}$$

The edge follows each atomic level in proportion to the weight of the edge state on that atom.

### 7. Two limits

For equal levels, $h=0$ and $E_v=\varepsilon-V$, as in Section 1.

For $h\gg V$, expand the root: $S=h\sqrt{1+V^2/h^2}\approx h+V^2/(2h)$. With $\bar\varepsilon-h=\varepsilon_a$ and $2h=\varepsilon_c-\varepsilon_a$,

$$E_v\approx\varepsilon_a-\frac{V^2}{\varepsilon_c-\varepsilon_a}. \tag{7}$$

The edge is then the anion level pushed down slightly by the empty cation level above it. The next term in the expansion of $E_v$ is $+V^4/(8h^3)$, so (7) lies too low when $V$ is comparable with $h$.

### 8. The size of the coupling

If the valence bands resemble those of nearly free electrons, their energies are set by $\hbar^2k^2/2m$ at wavevectors that scale as $1/d$. This suggests

$$V_{pp\sigma}=\eta_\sigma\frac{\hbar^2}{md^2},\qquad V_{pp\pi}=\eta_\pi\frac{\hbar^2}{md^2}$$

with coefficients common to all tetrahedral compounds. One set of values fitted by Harrison is $\eta_\sigma=3.24$ and $\eta_\pi=-0.81$. Equation (2) then gives

$$V=\eta\frac{\hbar^2}{md^2},\qquad \eta=\tfrac43(3.24)-\tfrac83(0.81)=4.32-2.16=2.16. \tag{8}$$

These coefficients are empirical inputs. Their scale can be compared with free electrons through the width of the upper p band between $\Gamma$ and the zone-boundary point X, for equal atomic levels.

The cube edge is $a=4d/\sqrt3$, and X is $\mathbf k=(2\pi/a)(1,0,0)$. A bond vector is $(a/4)(\pm1,\pm1,\pm1)$, so each bond acquires the phase $e^{\pm i\pi/2}=\pm i$, with the sign of $n_x$. Now sum (1) with these phases. For $p_y$ with $p_y$ the sum vanishes, because two phases are $+i$ and two are $-i$. For $p_y$ with $p_z$ the product of the signs of $n_x$, $n_y$ and $n_z$ is $+1$ for all four bonds, so the sum is $iW$ with

$$W=\tfrac43(V_{pp\sigma}-V_{pp\pi}).$$

The couplings of $p_y$ to s and to $p_x$ are proportional to $\sum n_xn_y$ and $\sum n_y$, which vanish. The same holds for $p_z$. The bonding energy of this pair at X is thus $\varepsilon-W$, against $\varepsilon-V$ at $\Gamma$. The width is

$$W-V=\tfrac43V_{pp\sigma}-\tfrac43V_{pp\pi}-\tfrac43V_{pp\sigma}-\tfrac83V_{pp\pi}=-4V_{pp\pi}=3.24\,\frac{\hbar^2}{md^2}.$$

For free electrons, count plane waves in units of $2\pi/a$. At $\Gamma$ the lowest wave has $k^2=0$ and the next eight have $k^2=3$, so the second to fourth bands start from 3. At X two waves have $k^2=1$ and the next four have $k^2=2$, so the third and fourth bands start from 2. Identify these with the p pair. The width is

$$\frac{\hbar^2}{2m}\left(\frac{2\pi}a\right)^2(3-2)=\frac{\hbar^2}{2m}\,\frac{4\pi^2\cdot3}{16d^2}=\frac{3\pi^2}8\,\frac{\hbar^2}{md^2}=3.70\,\frac{\hbar^2}{md^2}.$$

The fitted width is 12 % below the free-electron one. The comparison supports the scale of $V_{pp\pi}$. It does not fix $V_{pp\sigma}$, and so it does not derive $\eta$.

With $V\propto d^{-2}$ we have $\partial V/\partial\ln d=-2V$, and the edge moves with bond length as

$$\frac{\partial E_v}{\partial\ln d}=-\frac VS(-2V)=\frac{2V^2}S. \tag{9}$$

Stretching the bonds weakens the coupling and raises the edge.

### 9. Two compounds worked out

Compound A is a channel semiconductor and compound B a wider-gap barrier. Their parameters are rounded, rough values in the regime of an arsenide and a selenide. They are not computed atomic levels. Both bond lengths are 0.245 nm.

| | $\varepsilon_c$ (eV) | $\varepsilon_a$ (eV) | s levels, cation and anion (eV) |
|---|---|---|---|
| A | −5.5 | −9.0 | −11.5, −18.5 |
| B | −3.5 | −10.5 | −8.0, −21.0 |

The coupling is common to both:

$$V=2.16\times\frac{0.0762}{0.245^2}=2.742\ \mathrm{eV}.$$

For A, $\bar\varepsilon=-7.250$ eV and $h=1.750$ eV, so

$$S_A=\sqrt{1.750^2+2.742^2}=3.253\ \mathrm{eV},\qquad E_v(A)=-7.250-3.253=-10.503\ \mathrm{eV}.$$

For B, $\bar\varepsilon=-7.000$ eV and $h=3.500$ eV, so

$$S_B=\sqrt{3.500^2+2.742^2}=4.446\ \mathrm{eV},\qquad E_v(B)=-7.000-4.446=-11.446\ \mathrm{eV}.$$

The polarities are 0.538 and 0.787, and the anion holds 77 % of the edge state in A and 89 % in B. The polar limit (7) would give $-10.5-2.742^2/7.0=-11.57$ eV for B, which is 0.13 eV below the value from (4). Compound B is not polar enough for (7) to replace (4).

The s levels do not enter $E_v$, but they matter for the two conditions of Section 5. Diagonalizing the eight-orbital Hamiltonian, with $-1.40$ and $1.84$ as the s-s and s-p coefficients, puts the second to fourth levels at $\Gamma$ on $E_v$ for both compounds. The bonding s state therefore lies below the edge and the antibonding s state above it. At 800 sampled wavevectors for each compound, half of them near $\Gamma$, no filled band rose above $E_v$. For these parameters the sampling supports a valence maximum at $\Gamma$. It is not a proof for other compounds.

## Second half: the natural offset between two compounds

### 10. Symbols and results carried over

A compound has cation and anion p energies $\varepsilon_c$ and $\varepsilon_a$ on a common vacuum scale, and bond length $d$. Their mean is $\bar\varepsilon$ and half their difference is $h$. The p coupling summed over four neighbours is $V=\tfrac43V_{pp\sigma}+\tfrac83V_{pp\pi}=2.16\,\hbar^2/(md^2)$, and $S=\sqrt{h^2+V^2}$. The valence edge is $E_v=\bar\varepsilon-S$. The edge state has weights $w_a=(1+h/S)/2$ on the anion and $w_c=(1-h/S)/2$ on the cation. For the example, $E_v(A)=-10.503$ eV in the channel and $E_v(B)=-11.446$ eV in the barrier.

### 11. Definition and decomposition

Place A against B. Suppose that the atomic levels on both sides keep their common zero, so that the junction adds no potential step between the two interiors. The difference of the bulk edges is then the offset:

$$\Delta E_v=E_v(A)-E_v(B)=(\bar\varepsilon_A-\bar\varepsilon_B)+(S_B-S_A). \tag{10}$$

This is the natural offset. A hole has lower energy where the valence edge is higher. A positive $\Delta E_v$ therefore means that holes in A face a barrier of that height when they try to enter B.

The first bracket compares the mean atomic levels, and the second compares the downward shifts due to bonding and polarity. In the example

$$\Delta E_v=(-7.250+7.000)+(4.446-3.253)=-0.250+1.193=0.943\ \mathrm{eV},$$

or $1.51\times10^{-19}$ J. The mean p level is higher in the barrier, and by itself it would give an offset of the wrong sign for hole confinement. The bond term reverses this. Since $V$ is the same in both compounds, the whole difference in $S$ comes from the larger separation of cation and anion levels in B.

For two similar compounds (10) can be expanded to first order. If A differs from B by small changes $\delta\varepsilon_a$, $\delta\varepsilon_c$ and $\delta\ln d$, then (6) and (9) give

$$\Delta E_v\approx w_a\,\delta\varepsilon_a+w_c\,\delta\varepsilon_c+\frac{2V^2}S\,\delta\ln d. \tag{11}$$

Because $w_a\ge w_c$, a given change of the anion level moves the edge at least as much as the same change of the cation level. If two compounds share their anion and bond length, only the cation term survives. In a polar compound its weight is small. Within this model, small offsets between such compounds therefore require small $w_c\,\delta\varepsilon_c$. A common anion alone is not sufficient.

The conduction step follows if the gaps $G_A$ and $G_B$ are supplied separately. With $E_c=E_v+G$,

$$E_c(B)-E_c(A)=G_B-G_A-\Delta E_v. \tag{12}$$

For rough gaps of 1.4 and 2.7 eV this is $1.3-0.943=0.357$ eV. The gaps are inputs here, because the two-orbital formula does not supply the conduction edge.

The model gives each compound's valence edge from its atomic p levels and bond length, and for the example a natural offset of 0.943 eV if the junction adds no potential step. It remains to examine the role of the interface bonds, the effect of a dipole and other omissions, and what the barrier means for hole leakage and a real gate stack.
